# The Anti-Stokes to Stokes Ratio as a Thermometer

## Problem

Laser light falls on a solid that has a vibrational mode of wavenumber $\nu=520\ \mathrm{cm^{-1}}$. Most of the scattered light keeps the laser's wavenumber $\nu_L$. A small part appears in two Raman lines: the Stokes line at $\nu_L-\nu$ and the anti-Stokes line at $\nu_L+\nu$. The mode is in thermal equilibrium at $T=300\ \mathrm{K}$.

(a) Ignoring the prefactors that come from the frequency of the scattered light and from the detector, show that the anti-Stokes to Stokes ratio is about 0.083.

(b) Find how the ratio serves as a thermometer, and how sensitive it is.

(c) Suppose that photons are counted with an ideal detector and a laser of $\nu_L=20000\ \mathrm{cm^{-1}}$. What temperature is read if the frequency prefactor is left out of the analysis?

The following assumptions hold throughout. The mode is harmonic. The laser is far from any electronic resonance and too weak to disturb the thermal populations. The scattering is spontaneous, and the sample does not absorb either line appreciably. The symbol $\nu$ denotes a wavenumber, so one vibrational quantum has the energy $hc\nu$, where $h$ is Planck's constant and $c$ the speed of light. Boltzmann's constant is $k$.

## First estimate by scaling

Once the prefactors are dropped, the remaining quantities are the quantum $hc\nu$ and the thermal energy $kT$. The ratio of the lines has no unit, so it can depend on these two energies only through their quotient

$$x=\frac{hc\nu}{kT}.$$

The quantum is about $1.0\times10^{-20}\ \mathrm{J}$ and the thermal energy about $4\times10^{-21}\ \mathrm{J}$, so $x\approx2.5$. The mode is therefore mostly in its ground level, with a modest chance of being excited.

Energy conservation tells what each line needs. In a Stokes event the photon leaves one quantum behind in the mode, which is possible from the ground level. In an anti-Stokes event the photon carries one quantum away, so the mode must already hold one. The crudest picture keeps the two lowest levels and gives the upward and downward transitions equal strength. The ratio of the lines is then the ratio of the two populations, which is a Boltzmann factor:

$$R_{\text{estimate}}=\frac{p_1}{p_0}=e^{-x}\approx e^{-2.5}\approx0.08 .$$

Two points in this estimate are unproved. The strengths of the two transitions were taken as equal, and all levels above the first excited one were left out. Those levels are not obviously harmless, because a highly excited oscillator may scatter more strongly than one near its ground level.

## Exact solution

### Which transitions occur

Let $Q$ be the displacement of the mode, $m$ its effective mass and $\omega=2\pi c\nu$ its angular frequency. It is convenient to measure the displacement in oscillator units,

$$q=\frac{Q}{\sqrt{\hbar/(m\omega)}},\qquad \hbar=\frac{h}{2\pi}.$$

The laser field induces an electric dipole proportional to the polarizability $\alpha$, which changes a little as the atoms move. To first order in the displacement,

$$\alpha(q)=\alpha_0+\alpha_1q .$$

The amplitude for scattering that takes the mode from level $i$ to level $f$ is proportional to $\langle f|\alpha|i\rangle$. The constant $\alpha_0$ connects a level only with itself, because different levels are orthogonal; it gives light at the laser's wavenumber. The Raman lines come from $\alpha_1q$. Far from resonance $\alpha_1$ depends only weakly on the photon frequency. It is taken here as the same for both lines, so it will cancel from their ratio.

The matrix elements of $q$ follow from the lowering operator $a$ and the raising operator $a^\dagger$, which obey

$$q=\frac{a+a^\dagger}{\sqrt2},\qquad a|v\rangle=\sqrt v\,|v-1\rangle,\qquad a^\dagger|v\rangle=\sqrt{v+1}\,|v+1\rangle .$$

Here $v=0,1,2,\dots$ counts the quanta. Acting on a level gives

$$q|v\rangle=\sqrt{\frac v2}\,|v-1\rangle+\sqrt{\frac{v+1}2}\,|v+1\rangle .$$

Within this model the mode thus gains or loses one quantum. The squared matrix elements are

$$|\langle v+1|q|v\rangle|^2=\frac{v+1}{2},\qquad |\langle v-1|q|v\rangle|^2=\frac v2 .$$

The first belongs to the Stokes line and the second to the anti-Stokes line. For $v=0$ the second vanishes, as it must: there is no quantum to remove. Both grow with $v$, so excited levels do scatter more strongly.

The levels $E_v=hc\nu(v+\tfrac12)$ are equally spaced. All upward transitions therefore contribute to the same Stokes line, and all downward transitions to the same anti-Stokes line.

### Thermal populations

In equilibrium the population of level $v$ is proportional to $e^{-E_v/kT}$. The zero-point energy $hc\nu/2$ is common to all levels and cancels on normalization. With

$$r=e^{-hc\nu/kT}=e^{-x},$$

the populations are $p_v=Cr^v$. Since $0<r<1$, the geometric series gives $\sum_v r^v=1/(1-r)$. The populations must add up to one, so $C=1-r$ and

$$p_v=(1-r)\,r^v .$$

The mean number of quanta is

$$n=\sum_{v=0}^\infty v\,p_v=(1-r)\sum_{v=0}^\infty v\,r^v .$$

To evaluate the sum, differentiate the geometric series with respect to $r$ and multiply by $r$:

$$\sum_{v=0}^\infty v\,r^v=r\frac{d}{dr}\frac1{1-r}=\frac r{(1-r)^2}.$$

One factor $1-r$ cancels, which leaves

$$n=\frac r{1-r}=\frac1{e^x-1},\qquad n+1=\frac{r+(1-r)}{1-r}=\frac1{1-r}.$$

### The ratio

Different initial levels lead to different final levels, so their contributions add as intensities, without interference. Weighting each squared matrix element with the population of its initial level gives the two line strengths:

$$S_{\text{Stokes}}=\sum_v p_v\,\frac{v+1}2=\frac{n+1}2,\qquad
S_{\text{anti}}=\sum_v p_v\,\frac v2=\frac n2 .$$

The first sum uses $\sum_vp_v=1$. The common factor $\tfrac12$ cancels, as does $\alpha_1^2$, and

$$R=\frac{S_{\text{anti}}}{S_{\text{Stokes}}}=\frac n{n+1}
=\frac{r}{1-r}\,(1-r)=r .$$

Hence

$$\boxed{R=\exp\left(-\frac{hc\nu}{kT}\right)}$$

For the numbers, the wavenumber is first written in SI units as $52000\ \mathrm{m^{-1}}$. Then

$$hc\nu=1.0330\times10^{-20}\ \mathrm J,\qquad kT=4.1419\times10^{-21}\ \mathrm J,$$

$$x=\frac{1.0330\times10^{-20}}{4.1419\times10^{-21}}=2.494,\qquad R=e^{-2.494}=0.0826 .$$

To three decimal places this is 0.083, as was to be shown. The mean number of quanta leads to the same value: $n=0.0900$ and $n+1=1.0900$, with the quotient $0.0900/1.0900=0.0826$. A separate calculation, which finds the oscillator's levels and matrix elements on a grid of positions and then carries out the thermal sums explicitly, also gives 0.0826. Its result stands in the numerical output.

## Comparison of the estimate with the exact solution

The two-level estimate and the full solution have the same form, $e^{-x}$. The small numerical difference between 0.08 and 0.0826 comes from rounding. This agreement needs an explanation, because the higher levels are not negligible in either line.

At 300 K the two lowest populations are $p_0=0.9174$ and $p_1=0.0758$. Apart from the common factor $\tfrac12$, the ground level contributes $p_0\times1=0.9174$ to the Stokes strength, whose full value is $n+1=1.0900$. The first excited level contributes $p_1\times1=0.0758$ to the anti-Stokes strength, whose full value is $n=0.0900$. The fractions captured by the estimate are

$$\frac{p_0}{n+1}=(1-r)(1-r)=(1-r)^2,$$

$$\frac{p_1}{n}=(1-r)\,r\;\frac{1-r}{r}=(1-r)^2 .$$

Both equal 0.84. The estimate misses about 16 percent of each line, relative to that line's full strength, and the two omissions cancel in the ratio.

The reason becomes plain when the transitions are paired. The upward step $v\to v+1$ and the downward step $v+1\to v$ have the same squared matrix element, $(v+1)/2$. They differ in the population of the level from which they start, and

$$\frac{p_{v+1}\,(v+1)/2}{p_v\,(v+1)/2}=\frac{p_{v+1}}{p_v}=r .$$

Every pair has the ratio $r$, so the sums over all pairs have it too. The two-level estimate used the first pair alone, and that pair is representative of all the others. The exact agreement relies on equal level spacing. In an anharmonic mode the spacing changes from pair to pair, and each pair has its own Boltzmann factor and its own line position.

### Cold and hot limits

When $kT\ll hc\nu$, the factor $r$ is small. Then $n=r/(1-r)\approx r$, and the Stokes strength tends to $\tfrac12$ while the anti-Stokes strength disappears exponentially. The Stokes line survives at absolute zero because a photon can always deposit a quantum in a mode that is in its ground level.

When $kT\gg hc\nu$, the exponent is small and

$$R\approx1-x=1-\frac{hc\nu}{kT},\qquad n\approx\frac1x=\frac{kT}{hc\nu}.$$

The mode now holds many quanta, so the difference between $n$ and $n+1$ matters little and the lines become nearly equal. This is the classical limit: a vibration with a definite amplitude modulates the induced dipole and produces two sidebands of equal strength, if frequency prefactors are again ignored. The value $x=2.494$ lies well outside this limit. The linear formula would give a negative ratio there, which is impossible.

## Reading a temperature from the ratio

Taking the logarithm of the boxed result gives $\ln(1/R)=hc\nu/(kT)$, and therefore

$$T=\frac{hc\nu}{k\ln(1/R)} .$$

No reference temperature is needed if the prefactors are known. The wavenumber is read from the position of the lines, and $h$, $c$ and $k$ are constants.

For the sensitivity, differentiate $\ln R=-hc\nu/(kT)$ at fixed $\nu$:

$$\frac1R\frac{dR}{dT}=\frac{hc\nu}{kT^2}=\frac xT .$$

The sign is positive, since heating strengthens the anti-Stokes line relative to the Stokes line. At 300 K the value is $2.494/300\ \mathrm K$, or 0.831 percent per kelvin. An error of one percent in the measured ratio thus shifts the temperature by about 1.2 K. For a given mode the relative sensitivity falls as $1/T^2$, so the same percentage error costs more kelvins in a hot sample.

The rounding in part (a) illustrates this. Replacing 0.08259 by 0.083 raises the ratio by 0.5 percent. Division by 0.831 percent per kelvin predicts a shift of 0.6 K, and the inversion formula indeed returns 300.6 K from 0.083.

## What the neglected frequency factor does

The ratio 0.083 compares line strengths from which the frequency of the emitted light has been removed. A detector does not remove it. Consider a dipole of fixed amplitude $d_0$ that oscillates at angular frequency $\Omega$:

$$d(t)=d_0\cos\Omega t,\qquad \ddot d(t)=-\Omega^2d_0\cos\Omega t .$$

The power radiated by a small dipole is proportional to the time average of $\ddot d^{\,2}$. Since the average of $\cos^2\Omega t$ is $\tfrac12$, this average is $\Omega^4d_0^2/2$, and the power grows as $\Omega^4$. Each photon carries the energy $\hbar\Omega$, so the number of photons per second grows as $\Omega^4/\Omega=\Omega^3$.

The angular frequency is proportional to the wavenumber. The Stokes light has $20000-520=19480\ \mathrm{cm^{-1}}$ and the anti-Stokes light $20000+520=20520\ \mathrm{cm^{-1}}$. If the refractive index of the solid and the transmission of its surface are nearly the same for both lines, the factor that multiplies $R$ in a photon count is

$$F=\left(\frac{\nu_L+\nu}{\nu_L-\nu}\right)^3=\left(\frac{20520}{19480}\right)^3=1.1689 .$$

The count ratio with an ideal detector is

$$\rho=RF=0.08259\times1.1689=0.0965 .$$

If this number is inserted into the simple inversion formula, the logarithm becomes $\ln(1/\rho)=x-\ln F$. The false temperature is

$$T_{\text{false}}=\frac{hc\nu}{k(x-\ln F)}=\frac{T}{1-(\ln F)/x} .$$

With $\ln F=0.156$ the quotient $(\ln F)/x$ is 0.0626, and

$$T_{\text{false}}=\frac{300\ \mathrm K}{1-0.0626}=320\ \mathrm K .$$

The reading is 20 K too high. The sign follows from $F>1$: the anti-Stokes photons have the higher frequency, their count is enhanced, and the enhancement is mistaken for heat.

The size of the error can be understood from a short expansion. Put $s=\nu/\nu_L$, which is 0.026 here. For small $s$, $\ln(1+s)\approx s$ and $\ln(1-s)\approx-s$, so

$$\ln F=3\left[\ln(1+s)-\ln(1-s)\right]\approx6s=\frac{6\nu}{\nu_L},$$

$$\frac{\ln F}{x}\approx\frac{6\nu}{\nu_L}\,\frac{kT}{hc\nu}=\frac{6kT}{hc\nu_L}.$$

The wavenumber of the mode has cancelled. To this order, choosing another mode does not reduce the temperature error, although it changes both $F$ and $R$. A laser of larger wavenumber does reduce this part of the error, the part caused by leaving out $F$. It need not reduce the total error. As $\nu_L$ moves toward an electronic transition, the values of $\alpha_1$ for the two lines differ more and more, and this difference can outweigh the gain while the laser is still well below resonance.

A real detector brings a further factor $D$, the ratio of its efficiencies at the anti-Stokes and Stokes wavenumbers. The measured ratio is then $\rho=RFD$, so $R=\rho/(FD)$ and the corrected thermometer is

$$T=\frac{hc\nu}{k\ln(FD/\rho)} .$$

For the ideal detector, $D=1$, and $0.0965/1.1689$ gives back 0.0826 and hence 300 K. An instrument that records power instead of photon number requires the fourth power in $F$ instead of the third.

## Where the result fails

Near an electronic resonance the scattering amplitude depends strongly on the photon frequencies. The two lines then no longer share one coefficient $\alpha_1$, and its cancellation is lost. Farther from resonance the cancellation improves, but it is not exact, and the remaining error can be comparable with that of the frequency factor. At 300 K, a difference of one percent between the two values of $\alpha_1^2$ already shifts the temperature by about 1.2 K if it is not corrected. If the sample absorbs the two lines differently, another factor enters beside $F$ and $D$. Silicon has a Raman line near $520\ \mathrm{cm^{-1}}$, but it absorbs light at $20000\ \mathrm{cm^{-1}}$, so the reading of 320 K is not a prediction for silicon with this laser.

The populations matter as well. If light or an electric current excites this mode more than the others, $n/(n+1)$ still gives the mode's mean number of quanta, but the temperature derived from it describes that mode alone, and only if the populations of its levels still follow a Boltzmann distribution. If the laser heats the sample, the thermometer reports the heated state and not the temperature before illumination.

A temperature that varies within the illuminated spot also needs care. Let $\langle n\rangle$ be the average of $n$ over the spot, weighted by the local laser intensity and by the efficiency with which scattered light from each part is collected, both taken to be the same for the two lines. The two line strengths are then proportional to $\langle n\rangle$ and $\langle n\rangle+1$. The inversion formula returns the temperature at which a uniform sample would have this $\langle n\rangle$. Because $n$ is not a linear function of $T$, that temperature generally differs from the average temperature of the spot.

## Values computed for the example and the checks

```
Planck constant h = 6.62607015e-34 J s
speed of light c = 299792458 m/s
Boltzmann constant k = 1.380649e-23 J/K
mode wavenumber = 520 cm^-1
mode wavenumber in SI = 52000 m^-1
temperature = 300 K
mode quantum h c nu = 1.0330e-20 J
thermal energy k T = 4.1419e-21 J
quotient h c nu/(k T) = 2.4939 (no unit)
population of level 0 = 0.9174 (no unit)
population of level 1 = 0.0758 (no unit)
population of level 2 = 0.0063 (no unit)
mean quanta n = 0.0900 (no unit)
n + 1 = 1.0900 (no unit)
ratio R from formula = 0.08259 (no unit)
ratio R from grid sums = 0.08259 (no unit)
relative sensitivity (1/R)dR/dT = 0.831 percent per K
temperature from rounded ratio 0.083 = 300.6 K
laser wavenumber = 20000 cm^-1
Stokes wavenumber = 19480 cm^-1
anti-Stokes wavenumber = 20520 cm^-1
frequency factor for photon counts = 1.1689 (no unit)
count ratio with frequency factor = 0.0965 (no unit)
false temperature if factor is ignored = 320.0 K
error of that temperature = 20.0 K
```
